# The Thomson coefficient from energy conservation and the Peltier-Seebeck relation

## A thin slice with constant Seebeck coefficient

Consider a thin slice of a conductor, with its left face at absolute temperature \(T\) and its right face at \(T+dT\). A current density \(J\) flows from left to right, toward the hotter face. Leave aside ordinary heat conduction and resistive heating, and follow the heat carried by the current itself. Let this heat flux be \(\Pi J\), with \(\Pi=TS\), and let the Seebeck coefficient \(S\) be constant.

The current brings in heat at the rate \(TSJ\) per area and takes out \((T+dT)SJ\). The slice must therefore supply the excess \(SJ\,dT\). A temperature gradient also produces a voltage \(S\,dT\) across the slice, and the current flowing through this voltage receives electrical power \(SJ\,dT\). The two amounts cancel, so the material neither warms nor cools.

Now let \(S\) change by \(dS\) across the slice. To first order, the excess leaving is

\[
(T+dT)(S+dS)J-TSJ=J(S\,dT+T\,dS).
\]

The electrical power still covers \(SJ\,dT\). The remaining \(JT\,dS\) has to be drawn from the material. Per unit of current density and temperature difference, the absorbed heat is

\[
\tau=T\frac{dS}{dT}.
\]

This is the Thomson coefficient. The slice argument took the voltage and the relation \(\Pi=TS\) for granted; both now need a proper footing.

## Transport laws and signs

Let \(\mu\) be the electrochemical potential of the carriers, including their electrostatic energy, and let \(q\) be their charge, so that \(q=-e\) for electrons. Define \(\phi=\mu/q\) and \(\mathbf F=-\nabla\phi\). A voltmeter measures differences of \(\phi\), so \(\phi\) is the right potential even where the carrier density varies.

For an isotropic conductor without a magnetic field, close to local equilibrium and in linear response,

\[
\mathbf F=\rho\mathbf J+S\nabla T,\qquad
\mathbf Q=\Pi\mathbf J-\kappa\nabla T .
\]

Here \(\rho\) is the resistivity, \(\mathbf Q\) the heat flux and \(\kappa\) the thermal conductivity at zero current. The first law defines \(S\) at \(\mathbf J=0\); the second defines \(\Pi\) at \(\nabla T=0\). The conductor is homogeneous, which means that \(S\) and \(\Pi\) depend on position only through \(T\).

The Thomson coefficient is defined by writing the reversible heat released per volume as \(-\tau\,\mathbf J\cdot\nabla T\). A positive \(\tau\) thus means that heat is absorbed when conventional current flows toward the hotter end. These equations have the same form in Gaussian and in practical units.

## What energy conservation gives

Each carrier transports its electrochemical energy \(\mu\) in addition to heat. Since the particle flux is \(\mathbf J/q\), the total energy flux is

\[
\mathbf J_E=\frac{\mu}{q}\mathbf J+\mathbf Q=\phi\mathbf J+\mathbf Q .
\]

In a steady state neither charge nor energy accumulates, so \(\nabla\cdot\mathbf J=0\) and \(\nabla\cdot\mathbf J_E=0\). The product rule gives

\[
0=\phi\,\nabla\cdot\mathbf J+\mathbf J\cdot\nabla\phi+\nabla\cdot\mathbf Q
=-\mathbf F\cdot\mathbf J+\nabla\cdot\mathbf Q .
\]

Hence \(\nabla\cdot\mathbf Q=\mathbf F\cdot\mathbf J\): the heat flux grows by the electrical power supplied. The two sides follow from the transport laws:

\[
\mathbf F\cdot\mathbf J=\rho J^2+S\,\mathbf J\cdot\nabla T,
\]

\[
\nabla\cdot\mathbf Q=\frac{d\Pi}{dT}\,\mathbf J\cdot\nabla T-\nabla\cdot(\kappa\nabla T).
\]

The second line used \(\nabla\cdot\mathbf J=0\) and \(\nabla\Pi=(d\Pi/dT)\nabla T\), which is where homogeneity enters. Equating the two and collecting terms,

\[
\nabla\cdot(\kappa\nabla T)+\rho J^2-\left(\frac{d\Pi}{dT}-S\right)\mathbf J\cdot\nabla T=0 .
\]

For a given temperature field, the Joule term keeps its sign when the current is reversed, while the last term changes sign. Comparison with the definition gives

\[
\tau=\frac{d\Pi}{dT}-S .
\]

Energy conservation goes this far and no further. It would hold for any function \(\Pi(T)\), including one unrelated to \(S\).

## Why the Peltier and Seebeck coefficients are related

The missing relation follows in general from Onsager's reciprocity, which rests on the time-reversal symmetry of the microscopic motion. For independent carriers scattered elastically it can be derived directly.

Take gradients along \(x\), and let \(\varepsilon\) be the total energy of a carrier, including its electrostatic energy. Between collisions \(\varepsilon\) is conserved. If collisions restore the local Fermi function \(f\) in a time \(t_r(\varepsilon)\), the steady distribution \(g\) obeys

\[
v_x\frac{\partial g}{\partial x}=-\frac{g-f}{t_r},
\qquad
g\simeq f-t_rv_x\frac{\partial f}{\partial x},
\]

to first order in the gradients, with \(\varepsilon\) held fixed in the derivatives. In the flux, the term \(v_xf\) cancels between opposite velocities. The particle flux per unit energy is therefore \(-K(\varepsilon)\,\partial f/\partial x\), where \(K\) is the density of states times the average of \(v_x^2t_r\) at that energy.

The Fermi function depends on \(u=(\varepsilon-\mu)/kT\), with \(k\) the Boltzmann constant. From

\[
du=-\frac{1}{kT}\left[d\mu+(\varepsilon-\mu)\frac{dT}{T}\right],
\qquad \frac{df}{du}=kT\frac{\partial f}{\partial\varepsilon},
\]

it follows that

\[
df=\left(-\frac{\partial f}{\partial\varepsilon}\right)
\left[d\mu+(\varepsilon-\mu)\frac{dT}{T}\right].
\]

Define the moments

\[
M_n=\int K(\varepsilon)\left(-\frac{\partial f}{\partial\varepsilon}\right)(\varepsilon-\mu)^n\,d\varepsilon .
\]

A carrier of energy \(\varepsilon\) transports heat \(\varepsilon-\mu\), because \(\mu\) is already counted in \(\phi\mathbf J\). With primes for \(d/dx\), the particle flux \(N\) and the carriers' heat flux \(Q\) are

\[
N=-M_0\mu'-M_1\frac{T'}{T},\qquad
Q=-M_1\mu'-M_2\frac{T'}{T}.
\]

The same moment \(M_1\) appears in both.

At uniform temperature, \(J=qN=-qM_0\mu'\) and \(Q=-M_1\mu'\), so

\[
\Pi=\frac{Q}{J}=\frac{M_1}{qM_0}.
\]

At zero current, \(\mu'=-(M_1/M_0)T'/T\). Since \(F=-\mu'/q\),

\[
S=\frac{F}{T'}=\frac{M_1}{qTM_0}.
\]

Therefore \(\Pi=TS\). Both coefficients measure the mean of \(\varepsilon-\mu\) among the carriers that conduct.

A numerical case checks the algebra within the same model, using finite differences of the Fermi function in place of the expansion of \(df\). For electrons with \(K\propto\varepsilon^{3/2}\), \(\mu=0.10\) eV above the band edge and \(T=450\) K, the voltage that stops the current under a 1 K difference gives \(S=-126.8\) µV/K, hence \(TS=-57.06\) mV. The heat carried by an isothermal current gives \(\Pi=-57.06\) mV.

## The result and three limits

Inserting \(\Pi=TS\) into the result of energy conservation,

\[
\tau=\frac{d(TS)}{dT}-S=S+T\frac{dS}{dT}-S=T\frac{dS}{dT}.
\]

The product \(SJ\) is the entropy flux carried by the current, since it equals the heat flux \(\Pi J\) divided by \(T\). Where this entropy flux increases along the flow, the material supplies entropy, and the heat it gives up is \(T\) times that increase.

**Constant \(S\).** The coefficient \(\tau\) vanishes, as in the slice. Peltier heat at junctions can still be present.

**A simple metal.** When \(K\) varies slowly over an energy \(kT\), write \(K(\varepsilon)\simeq K(\mu)+K'(\mu)(\varepsilon-\mu)\), where the prime on \(K\) means \(d/d\varepsilon\). The function \(-\partial f/\partial\varepsilon\) is even about \(\mu\), has unit area and has second moment \(\pi^2k^2T^2/3\). To leading order \(M_0=K(\mu)\) and \(M_1=K'(\mu)\pi^2k^2T^2/3\), so

\[
S=\frac{\pi^2k^2T}{3q}\,\frac{K'(\mu)}{K(\mu)} .
\]

If \(K'/K\) does not change with temperature, \(S\) is proportional to \(T\), and \(\tau=S\).

**A dilute electron gas.** Measure energies from the band edge, and let \(K\propto\varepsilon^p\) with constant \(p\). For \(\mu\) many \(kT\) below the edge, \(-\partial f/\partial\varepsilon\propto e^{-\varepsilon/kT}\), and the mean energy is

\[
\frac{\int_0^\infty\varepsilon^{p+1}e^{-\varepsilon/kT}d\varepsilon}
{\int_0^\infty\varepsilon^{p}e^{-\varepsilon/kT}d\varepsilon}=(p+1)kT .
\]

In a parabolic band the density is \(n=CT^{3/2}e^{\mu/kT}\), with \(C\) constant, so \(\mu=-kT\ln(CT^{3/2}/n)\). Then

\[
S=\frac{(p+1)kT-\mu}{qT}=\frac{k}{q}\left[p+1+\ln\frac{CT^{3/2}}{n}\right].
\]

At fixed density, differentiation gives \(\tau=3k/2q\). The scattering exponent \(p\) affects \(S\) but has dropped out of \(\tau\). What remains is the heat capacity per carrier at constant density, \(3k/2\), divided by the charge.

## A line with fixed end temperatures

Let a line of length \(L\) have its cold end \(T_c\) at \(x=0\) and its hot end \(T_h\) at \(x=L\). Write \(\Delta T=T_h-T_c\) and \(T_m=(T_c+T_h)/2\), and count \(J\) positive toward the hot end. With constant \(\rho\) and \(\kappa\),

\[
\kappa T''+\rho J^2-\tau(T)JT'=0 .
\]

Take \(S\) linear in temperature with slope \(b\), so that \(\tau=bT\). At zero current the profile is \(T_0=T_c+\Delta T\,x/L\). The correction \(T_1\), of first order in \(J\), satisfies

\[
T_1''=A\left(T_c+\Delta T\frac{x}{L}\right),\qquad
A=\frac{bJ\Delta T}{\kappa L},
\]

and vanishes at both ends. Two integrations give

\[
T_1=A\left[\frac{T_cx^2}{2}+\frac{\Delta T\,x^3}{6L}
-\left(\frac{T_cL}{2}+\frac{\Delta T\,L}{6}\right)x\right].
\]

At \(x=L/2\) the coefficient of \(T_c\) is \(L^2(1/8-1/4)=-L^2/8\), and that of \(\Delta T\) is \(L^2(1/48-1/12)=-L^2/16\). Therefore

\[
T_1(L/2)=-\frac{AL^2}{8}\left(T_c+\frac{\Delta T}{2}\right)
=-\frac{\tau(T_m)J\Delta T\,L}{8\kappa}.
\]

The Joule term alone gives \(T''=-\rho J^2/\kappa\), hence a parabola with midpoint height \(P=\rho J^2L^2/8\kappa\). This part is even in \(J\). Half the difference between the midpoint temperatures for the two current directions isolates the odd, Thomson part.

## Example: a titanium nitride heater line

The parameters are rough values in the regime of a titanium nitride heater in a phase-change memory cell. The line is 60 nm long and 100 nm by 100 nm in cross-section. Its own ends are held at 300 K and 600 K. The current density is 20 MA/cm², or 200 mA/µm², which makes the current 2.0 mA. The resistivity is 200 µΩ cm and the thermal conductivity 10 W/(m K).

The Seebeck coefficient is taken as −6 µV/K at 300 K with slope \(b=-0.010\) µV/K². At the mean temperature,

\[
S(450\ \mathrm K)=-6-0.010\times150=-7.5\ \mu\mathrm{V/K},
\]
\[
\tau(450\ \mathrm K)=450\times(-0.010)=-4.5\ \mu\mathrm{V/K}.
\]

In Gaussian units this \(\tau\) is \(-1.5\times10^{-8}\) statV/K. It differs from \(S\) because the line fitted to \(S\) does not pass through zero at \(T=0\); the fit is meant for 300 to 600 K.

The mean gradient is 5 K/nm. For current toward the hot end, the Thomson heat at the mean temperature is released at

\[
-\tau J\frac{\Delta T}{L}
=(4.5\times10^{-6})(2\times10^{11})(5\times10^{9})\ \mathrm{W/m^3},
\]

which is 4.5 mW/µm³. The Joule heat is 80 mW/µm³, about eighteen times as large.

The midpoint shifts are

\[
P=\frac{(2\times10^{-6})(2\times10^{11})^2(6\times10^{-8})^2}{8\times10}
=3.6\ \mathrm K,
\]
\[
T_1(L/2)=\frac{(4.5\times10^{-6})(2\times10^{11})(300)(6\times10^{-8})}{8\times10}
=0.2025\ \mathrm K .
\]

Solving the full heat equation gives 453.8034 K for current toward the hot end and 453.3967 K for the reverse. Half the difference is 0.2033 K. A separate solution imposes a constant total energy flux \(J_E\) and contains no Thomson coefficient; it gives the same two temperatures to the printed digits. Putting \(\tau=S\) into the heat equation would give an odd shift of 0.34 K, and \(\tau=d\Pi/dT\) would give 0.54 K. Neither agrees with energy conservation.

The excess of 0.4 percent over the first-order formula comes from Joule heating. Since \(\tau T'=b(T^2/2)'\), the parabola \(T_2=P(1-4y^2/L^2)\), with \(y=x-L/2\), produces a further odd correction \(T_3\) obeying \(\kappa T_3''=bJ(T_0T_2)'\). Integrating twice with zero end values gives

\[
T_3(L/2)=\frac{bJ}{2\kappa}\left[\int_0^{L/2}T_0T_2\,dx-\int_{L/2}^{L}T_0T_2\,dx\right].
\]

With \(T_0=T_m+\Delta T\,y/L\), the \(T_m\) parts cancel and

\[
T_3(L/2)=-\frac{bJ\Delta T}{\kappa L}\int_0^{L/2}yT_2\,dy
=-\frac{bJ\Delta T\,LP}{16\kappa}.
\]

Relative to \(T_1(L/2)\) this is \(P/2T_m=3.6/900=0.4\) percent. Smaller terms, from the Thomson shift acting back on itself, have been dropped.

## The energy account of the line

Integrating \(dQ/dx=FJ\) along the line gives the net heat leaving its ends:

\[
Q(L)-Q(0)=J\left(\rho JL+\int_{T_c}^{T_h}S\,dT\right).
\]

The ohmic voltage is 24.00 mV and the Seebeck voltage is \(-7.5\ \mu\mathrm{V/K}\times300\ \mathrm K=-2.25\) mV. The total is 21.75 mV, and multiplication by 200 mA/µm² gives 4.35 mW/µm².

The same number follows from the heat. Joule and Thomson heat, 4.80 and 0.27 mW/µm², must leave by conduction: 5.07 mW/µm² in all. The heat carried by the current changes by \(J[\Pi(T_h)-\Pi(T_c)]=200\times(-5.4+1.8)\times10^{-3}=-0.72\) mW/µm². The sum is again 4.35 mW/µm². Thomson heat is thus released inside the line although the Seebeck voltage lowers the electrical power: the current arrives at the hot end carrying a more negative heat flux.

## The example beside a real heater

The Seebeck curve is an uncertain input, since it depends on film composition; at first order the odd shift is proportional to its slope. A current of 2 mA is large for a small modern heater, and the hot side of a working cell can be well above 600 K. Real cells are also driven by pulses, whereas this calculation is steady. Another important assumption is that the line's own end temperatures are fixed. With a rough contact resistance of \(10^{-9}\) m² K/W, the conducted flux of 50 mW/µm² would produce a 50 K step at a contact. Peltier heat at the hot contact, against a lead with zero Seebeck coefficient, is 1.08 mW/µm². If all of it crossed that resistance, the temperature at the contact would change by about 1 K. This change also reverses with the current. For current toward the hot end, the hot contact absorbs 1.08 mW/µm² and the cold contact releases 0.36 mW/µm². With equal contact resistances \(R\) and fixed reservoir temperatures, a heat flux \(w\) released on the line side of either contact shifts the midpoint by \(wR/2\). The Peltier part is then about −0.36 K, opposite in sign to the Thomson part. The Thomson part itself grows to about 0.34 K, because its heat must also cross the contacts. The net odd shift lies between about 0.34 K and zero, depending on which side of the resistance the Peltier heat appears. Current reversal alone therefore does not isolate the Thomson effect in a device with such contacts. In a phase-change cell the hot end touches the chalcogenide, whose Seebeck coefficient is far from zero. For an assumed 200 µV/K the Peltier heat at that interface is about 25 mW/µm², and it outweighs the Thomson heat of the heater line by nearly two orders of magnitude.

Two other omissions affect the background more than the odd shift. With the end temperatures held fixed and each effect added separately:

- The Wiedemann-Franz law, applied to the electronic part of \(\kappa\), raises the midpoint by 13.6 K, and the odd shift becomes 0.200 K. The hotter half conducts better and needs a smaller gradient, which raises the midpoint. This figure holds the resistivity and the lattice part of \(\kappa\) constant. With the resistivity slope quoted below the rise is about 10.6 K, and a lattice part falling as \(1/T\) would cut it to about 2 K. The odd shift stays within about 0.005 K of 0.20 K in these cases.
- Heat loss to oxide, estimated with 1.4 W/(m K) and a 300 K boundary at 500 nm radius, lowers the midpoint by 2.7 K; the odd shift becomes 0.199 K. This takes the heat flow in the oxide as purely radial and the temperature as uniform across the line. Since the line is wider than it is long, 2.7 K is an average over the cross-section; on the axis the drop is nearer 1 K. For so short a line the loss also depends on the electrodes. It can be larger if oxide surrounds the ends too, since heat then spreads along the axis. It can be much smaller if wide electrodes at the two end temperatures give the oxide nearly the same temperature gradient as the line.

A resistivity slope of \(5\times10^{-4}\) per kelvin would change \(\rho\) by 7.5 percent between the middle and an end. This change was not included in the heat equation.

## Where the formula needs more care

Local equilibrium requires electrons and lattice to share a temperature. For an assumed coupling of \(10^{18}\) W/(m³ K), they equalize over about 2.3 nm if the lattice temperature is held fixed, and over a shorter distance if the lattice also conducts. This is short compared with 60 nm, but the description is doubtful within a few nanometres of a contact. Even at the midpoint the electrons run about 0.04 K above the lattice, and the odd shift differs by about half a percent either way from the one-temperature value. That is as large as the Joule correction derived above, so the fourth digit of the odd shift belongs to the model and not to a real line.

If the composition varies, \(S\) depends on position as well as on \(T\). Repeating the energy balance with \(\Pi=TS\) gives the absorbed reversible heat

\[
\mathbf J\cdot\nabla(TS)-S\,\mathbf J\cdot\nabla T=T\,\mathbf J\cdot\nabla S .
\]

Part of \(\nabla S\) comes from the temperature gradient and gives the Thomson heat. The rest comes from the change of material and gives Peltier heat, which at a sharp junction is concentrated at the interface. In an anisotropic crystal the coefficients become tensors, and in a magnetic field Onsager's relation connects coefficients at opposite fields; the scalar formula then no longer suffices.

The numerical output below lists the main values used here.

## Computed results

```
Microscopic test: T = 450 K, mu = 0.10 eV
  Seebeck, open circuit: -126.799 uV/K
  T times Seebeck: -57.0595 mV
  Peltier, isothermal: -57.0595 mV
TiN heater line, rough typical values
  length: 60 nm; width and height: 100 nm
  current density: 20 MA/cm2
  current: 2.0 mA
  resistivity: 200 uOhm cm
  thermal conductivity: 10.0 W/(m K)
  end temperatures: 300 K and 600 K
  slope of Seebeck: -0.010 uV/K2
  at 300 K: S = -6.00 uV/K, Pi = -1.800 mV, tau = -3.00 uV/K
  at 450 K: S = -7.50 uV/K, Pi = -3.375 mV, tau = -4.50 uV/K
  at 600 K: S = -9.00 uV/K, Pi = -5.400 mV, tau = -6.00 uV/K
  tau at mean T, Gaussian: -1.501e-08 statV/K
  mean gradient: 5.00 K/nm
  Joule heat density: 80.00 mW/um3
  Thomson heat density, J to hot: 4.50 mW/um3
  Joule heat per area: 4.800 mW/um2
  Thomson heat per area: 0.270 mW/um2
  ohmic voltage: 24.000 mV
  Seebeck voltage: -2.250 mV
  total voltage drop, J to hot: 21.750 mV
  net heat leaving ends: 4.350 mW/um2
  midpoint, J to hot, heat equation: 453.8034 K
  midpoint, J to hot, energy flux: 453.8034 K
  midpoint, J to cold, heat equation: 453.3967 K
  midpoint, J to cold, energy flux: 453.3967 K
  even shift of midpoint: 3.6001 K
  odd shift of midpoint: 0.2033 K
  odd shift, first-order formula: 0.2025 K
  odd shift if tau were S: 0.3383 K
  odd shift if tau were dPi/dT: 0.5416 K
Neglected effects, rough auxiliary values
  Wiedemann-Franz slope of kappa: 0.0122 W/(m K2)
  kappa(T): midpoint change 13.56 K, odd shift 0.2000 K
  oxide: 1.4 W/(m K), 300 K at radius 500 nm
  oxide loss: midpoint change -2.73 K, odd shift 0.1991 K
  resistivity slope: 5.0e-4 per K
  resistivity change, middle to end: 7.5 percent
  contact thermal resistance: 1.0e-09 m2 K/W
  conducted heat flux: 50.0 mW/um2
  temperature step at a contact: 50.0 K
  Peltier heat at hot contact: 1.080 mW/um2
  Peltier heat times contact resistance: 1.08 K
  electron-lattice coupling: 1.0e+18 W/(m3 K)
  electron-lattice cooling length: 2.34 nm
```
